Two-frequency inversion of a contact resonance and its phase-noise limits

**What fails without the inversion**

In piezoresponse force microscopy near a contact resonance, the measured amplitude is the drive amplitude of the resonant mode multiplied by a mechanical gain. In the example below a drive of 2 pm appears as 63.76 pm at one tone, a gain of about 32. That gain depends on contact stiffness and damping, which change from point to point. A map of amplitude at a fixed frequency therefore mixes electromechanical response with contact mechanics, and its phase turns as the resonance moves. Amplitude and phase at two frequencies are four real numbers, enough to separate resonance frequency, quality factor, drive amplitude and drive phase.

**Model and conventions**

Tones f1 < f2 act together. The response at tone k is the real part of z_k exp(iω_k t), with ω_k = 2πf_k and z_k = A_k exp(iφ_k), so a lag is a negative phase. The model is one linear damped oscillator in steady state:

z_k H_k = D exp(iψ) f0²,  H_k = f0² − f_k² + i f_k G,  G = f0/Q.

Here f0 is the undamped resonance frequency, Q the quality factor, D > 0 the static amplitude of the oscillator and ψ the drive phase. D and ψ are taken to be equal at both tones. If the applied voltages differ, each phasor must first be divided by its own voltage phasor. For Q > 1/2, transients decay as exp(−πGt), and f0 must stay constant during the demodulation time.

**Derivation**

The right side is the same for both tones, so z1H1 = z2H2. Write z2/z1 = ρ exp(iδ), with ρ = A2/A1 and δ = φ2 − φ1, and abbreviate c = cos δ, s = sin δ. Division by z1 and collection of the unknowns give

f0²[1 − ρ(c + is)] + iG[f1 − f2ρ(c + is)] = f1² − f2²ρ(c + is).

This is linear in f0² and G. Its real and imaginary parts are

f0²(1 − ρc) + G f2ρs = f1² − f2²ρc,
−f0²ρs + G(f1 − f2ρc) = −f2²ρs.

The determinant is

Δ = (1 − ρc)(f1 − f2ρc) + f2ρ²s² = f1 − (f1 + f2)ρc + f2ρ²,

where c² + s² = 1 was used. Elimination of G gives

Δf0² = (f1² − f2²ρc)(f1 − f2ρc) + f2³ρ²s²
= f1³ − f1f2(f1 + f2)ρc + f2³ρ²,

and elimination of f0² gives

ΔG = −(1 − ρc)f2²ρs + ρs(f1² − f2²ρc) = −(f2² − f1²)ρs.

Multiplication by A1² makes the result symmetric. With

M = f1A1² + f2A2² − (f1 + f2)A1A2c,
N = f1³A1² + f2³A2² − f1f2(f1 + f2)A1A2c,

the first two parameters are

f0² = N/M,  G = −(f2² − f1²)A1A2s/M,  Q = f0/G.

For the drive, H1 is needed. Subtracting f1²M from N cancels the A1² terms:

N − f1²M = f2A2²(f2² − f1²) − f1(f1 + f2)(f2 − f1)A1A2c
= (f2² − f1²)A2(f2A2 − f1A1c).

Adding the imaginary part f1G yields

H1 = (f2² − f1²)A2[f2A2 − f1A1 exp(iδ)]/M.

Since D exp(iψ) = z1H1/f0² and Mf0² = N,

D exp(iψ) = (f2² − f1²)A1A2[f2A2 exp(iφ1) − f1A1 exp(iφ2)]/N.

No high-Q approximation has entered.

**Which data are admissible**

For oscillator data, cot(arg H) = (f0² − f²)/(fG) falls steadily with f, so arg H rises from 0 towards π. The response phase is ψ − arg H, hence −π < δ < 0 and s < 0. The relation for ΔG then forces Δ > 0, and the solution is unique.

For noisy data it suffices to require f0² > 0 and G > 0. The first condition gives M and N the same sign. Both cannot be negative, because

N + f1f2M = (f1 + f2)R²,
R² = f1²A1² + f2²A2² − 2f1f2A1A2c = |f1z1 − f2z2|² ≥ 0.

So M and N are positive, and G > 0 then requires s < 0. If G is negative throughout a good data set, the instrument probably reports lag as positive phase; both phases must then change sign.

**Pseudocode**

When δ is small and the amplitudes are close, M and N lose digits by subtraction. With κ = 1 − c = 2 sin²(δ/2), they can be rewritten identically without that cancellation in the cosine:

input f1, f2, A1, A2, φ1, φ2 (f1 < f2)
if A1 or A2 is not positive: reject
δ = φ2 − φ1; κ = 2 sin²(δ/2)
a = f1 A1; b = f2 A2; P = A1 A2; S = f1 + f2
M = (a − b)(A1 − A2) + S P κ
N = (a − b)(f1 a − f2 b) + f1 f2 S P κ
if M ≤ 0 or N ≤ 0 or sin δ ≥ 0: reject
f0 = sqrt(N/M)
G = −(f2² − f1²) P sin δ / M
Q = f0/G
X = b cos φ1 − a cos φ2
Y = b sin φ1 − a sin φ2
D = (f2² − f1²) P sqrt(X² + Y²)/N
ψ = atan2(Y, X)

The cost per pixel is fixed: a few dozen multiplications and additions, two square roots and a handful of trigonometric calls. There is no iteration and no starting guess. Rejected pixels should be flagged, not clipped to a large Q, since clipping would hide the failure.

**Sensitivity to phase errors**

The parameters f0, G and D depend on the phases through δ alone. A common phase error therefore shifts ψ and leaves the other three unchanged.

Differentiation gives dM/dδ = (f1 + f2)A1A2s and dN/dδ = f1f2 dM/dδ. From the formula for G, (dM/dδ)/M = −G/(f2 − f1). Hence d(f0²)/dδ = (f1f2 − f0²)(dM/dδ)/M, or

df0/dδ = G(f0² − f1f2)/[2f0(f2 − f1)].

Since G is proportional to s/M,

d ln G/dδ = cot δ + G/(f2 − f1),
d ln Q/dδ = d ln f0/dδ − d ln G/dδ.

The drive amplitude is proportional to R/(Mf0²), and d(R²)/dδ = 2f1f2A1A2s, so

d ln D/dδ = G/(f2 − f1) + f1f2A1A2s/R² − 2 d ln f0/dδ.

For separate phase errors ε1 and ε2, put a = f1A1, b = f2A2 and V = b exp(iφ1) − a exp(iφ2). Then ψ = arg V, and dψ = Im(dV/V) gives

dψ = [(b² − abc)ε1 + (a² − abc)ε2]/R².

The weights add to one. Independent errors of rms σ give δ an rms error of √2 σ; ψ has rms error σ times the root of the sum of squared weights.

**The tuned pair**

The cosine terms cancel in

N − f1f2M = (f2 − f1)(b² − a²).

Therefore f0² = f1f2 if and only if f1A1 = f2A2. When this amplitude condition holds, the recovered resonance is √(f1f2) for every admissible phase difference, however large the phase error. The quantity f2A2 − f1A1 is thus a phase-independent error signal for a loop that tracks the resonance. For the 10 kHz pair of the example below it is monotonic only while the centre of the pair lies within about half the spacing of f0. Additive signals move its zero: in the beam model of the last section the loop locks about 275 Hz above f0.

With a = b one finds M = a²(f1 + f2)(1 − c)/(f1f2), and the formula for G reduces to

G = −(f2 − f1)s/(1 − c) = −(f2 − f1)cot(δ/2).

Define u = (f2 − f1)/G = −tan(δ/2). Then s = −2u/(1 + u²), and differentiation of ln G gives

d ln Q/dδ = 1/s = −(1 + u²)/(2u).

Also R² = 2a²(1 − c), so the second term of d ln D/dδ is s/[2(1 − c)] = −1/(2u), while the first is 1/u. Thus

d ln D/dδ = 1/(2u),  dψ = (ε1 + ε2)/2.

The magnitude of the Q sensitivity has derivative (1 − 1/u²)/2 with respect to u. Among tuned pairs it is smallest at u = 1, that is f2 − f1 = f0/Q, where it equals one. Close tones see too little phase difference; widely spaced tones lie on the flat parts of the phase curve. D instead gains from wider spacing, if the phase noise stays fixed.

Noise of fixed absolute size behaves differently. For the tuned pair H1 = f1G(u + i), so amplitude falls as 1/√(1 + u²) and phase noise grows by the inverse factor. The phase contribution to the Q error then scales as (1 + u²)^(3/2)/u. Setting its logarithmic derivative 3u/(1 + u²) − 1/u to zero gives u = 1/√2, a closer spacing.

**Amplitude errors and additive signals**

At high Q and near resonance, H_k ≈ f0G(i − x_k), with x_k = 2(f_k − f0)/G. Let η be a small complex change of ln(z2/z1); its real part is a relative amplitude error and its imaginary part a phase error. The relation z1H1 = z2H2 requires η = d ln H1 − d ln H2. With dH_k ≈ f0G(2df0/G + i dG/G), this becomes

2df0/G + i dG/G = η[1 − x1x2 + i(x1 + x2)]/(x2 − x1).

For a centred pair, x1 + x2 = 0: amplitude error goes into f0 and phase error into G. Off centre the roles mix. A phase error ε in δ gives dG/G = ε(1 − x1x2)/(x2 − x1), which vanishes at x1x2 = 1, where the error goes into f0 instead. For equal and independent amplitude and phase noise the error in G scales with |1 − x1x2 + i(x1 + x2)|/(x2 − x1). Its square equals 1 + (1 + x1x2)²/(x2 − x1)², so it is smallest for every pair with x1x2 = −1, of which the centred pair with u = 1 is one.

An additive, nonresonant signal βD exp(iψ) changes ln z_k by β(i − x_k)/Q, because z_k ≈ QD exp(iψ)/(i − x_k). Hence η = −β(x2 − x1)/Q, and the spacing in the denominator cancels:

2df0/G + i dG/G = −(β/Q)[1 − x1x2 + i(x1 + x2)].

For a centred pair the error grows as 1 + u², another reason not to spread the tones widely.

**Worked example**

The model has f0 = 351.2 kHz, Q = 90, D = 2 pm and ψ = 25°. Its motion under tones at 346 and 356 kHz was integrated in time and demodulated after the transient had decayed. Rounded to 0.01 pm and 0.01°, the data are

A1 = 63.76 pm, φ1 = 4.57°,
A2 = 67.26 pm, φ2 = −132.74°.

Thus δ = −137.31°, c = −0.7350 and s = −0.6780. The sums are M = 5.229953 × 10⁶ kHz pm² and N = 6.450713 × 10¹¹ kHz³ pm². Then

f0 = √(N/M) = 351.200 kHz,
G = (356² − 346²)(63.76)(67.26)(0.6780)/M = 3.903 kHz,
Q = 351.200/3.903 = 89.98.

The identity for R² gives R = √[(N + f1f2M)/(f1 + f2)] = 4.286 × 10⁴ kHz pm, so

D = (7020)(63.76)(67.26)(4.286 × 10⁴)/N = 2.000 pm.

The drive vector has phase 25.00°. The difference of 0.02 in Q is of the size expected from the rounding of the phases.

Now let each phase carry independent noise of 1° rms, or 0.01745 rad. The sensitivity d ln Q/dδ = −1.474 gives a relative Q error of 1.474 × √2 × 0.01745 = 3.64 %. The corresponding errors are 2.27 Hz in f0, 0.48 % in D and 0.71° in ψ. Random sampling with 200 000 Gaussian draws gives 2.28 Hz, 3.66 %, 0.48 % and 0.71°. If the pair sits at 348 and 358 kHz, the f0 error from the same phase noise rises to 17.0 Hz, as the factor f0² − f1f2 requires.

Relative amplitude noise of the same size, 1.75 % per channel, moves f0 by 71 Hz rms but Q by 0.12 %. In this example frequency precision is therefore set by amplitude noise, and Q precision by phase noise.

For a tuned pair, with f0, Q and 1° phase noise held fixed, the relative errors are:

1 kHz spacing: Q 5.13 %, D 4.82 %
3.902 kHz spacing (u = 1): Q 2.47 %, D 1.23 %
10 kHz spacing: Q 3.64 %, D 0.48 %
20 kHz spacing: Q 6.57 %, D 0.24 %

A numerical search over the spacing of tuned pairs found the smallest Q error at 3.90 kHz, in agreement with f0/Q.

**Failure at large phase errors**

An error of +20° in the second phase of the tuned 10 kHz pair leaves f0 at 351.200 kHz but lowers Q from 90 to 57.7; an error of −20° raises it to 175.5. Linear propagation would predict a change of about half in either direction, so it no longer serves.

The fault is worse near δ = −180°, where s and G vanish and Q has a pole. Gaussian phase noise has nonzero density there, and the integral of 1/s² diverges, so the formal variance of Q does not exist. At small noise the pole is so far out in the tail that a finite sample hardly meets it, and the linear estimate describes the observed spread. At 10° per channel, the margin of 42.69° to δ = −180° is 3.02 standard deviations of δ. The Gaussian tail predicts 0.127 % inadmissible data; sampling gives 0.133 %. Medians and the rejected fraction are then safer summaries than a mean and variance of Q.

**Beside a real hafnia measurement**

The numbers are meant for a hafnium-zirconium oxide film about 10 nm thick under a conducting tip, with 0.4 V per tone. The lever values are rough: 3 N/m, 225 × 30 µm, 12 µm above the surface, and a contact 300 times stiffer than the lever. The assumption that matters most for D is that the drive is purely piezoelectric. With a rough surface potential difference of 0.3 V, and the lever treated as an untilted parallel plate without fringing, the electrostatic force on it is about 50 pN and drives the same mode by about 0.7 pm, a third of D. Real levers are tilted; at 11° the gap widens towards the base and the same estimate falls to about 11 pN and 0.14 pm. Forces on the tip apex and cone are not included in either figure. The inversion returns the vector sum and cannot separate the two. The tones add to a peak of 0.8 V, or 0.80 MV/cm averaged over the film thickness. The field under the tip is not uniform. A contact stiffness of 900 N/m with a rough contact modulus of 115 GPa means a contact radius near 4 nm, smaller than the film thickness. For a Hertz contact with a 25 nm tip this implies a load near 0.37 µN and a peak pressure near 11 GPa, so a purely elastic contact and an unstressed film cannot be taken for granted. An electrostatic model of such a contact (tip radius 25 nm, relative permittivity 20 to 30) gives 1.3 to 1.4 MV/cm at the surface on the axis and about 0.5 MV/cm at the bottom of the film. The surface value exceeds a rough coercive field of 1 MV/cm, so polarization switching may also break linearity and a smaller voltage is advisable.

D is also not the surface displacement. In a beam model of this lever, read by its slope at the free end, the ratio of modal drive to surface displacement is −1.297. A D of 2 pm thus means 1.54 pm of surface motion, and the minus sign adds 180° to ψ. The ratio depends on where the slope is read. With the slope calibrated by static bending at the reading point, it is −0.97 at 0.8 of the lever length and −0.07 at 0.6, and it changes sign at 0.59. The model also leaves out lateral contact stiffness, which resists rotation of the lever end through the tip height. With a lateral stiffness of 0.85 of the normal one and a 12 µm tip, and the slope still calibrated by static bending of the free lever, the free-end ratio becomes −1.13 and the surface motion 1.77 pm. If the slope is instead calibrated by static bending with the lateral spring acting, the ratio is −1.75 and the surface motion 1.15 pm. With f0 held at 351.2 kHz, the frequency shift discussed next becomes about 240 Hz in both cases. Absolute size and polarity need a separate calibration.

The same beam shows an error that noise analysis misses: its higher modes shift the recovered f0 by +275 Hz, far more than the phase noise does. The additive-signal formula explains this. A slow surface displacement d bends the lever end by 300d/301 = 0.997d, of which the resonant mode supplies −1.297d. The other modes supply 2.294d, so β ≈ −2.294/1.297 = −1.77. With x1 = −2.66 and x2 = 2.46, df0 ≈ (3.90/2)(1.77/90)(7.55) kHz ≈ 290 Hz, near the beam result. The rest of the gap comes from using the static β; at the resonance frequency the other modes give β ≈ −1.68, and with it 275 Hz. Q and D change by less than 1 % for a reading near the free end. The shift grows as the reading point moves from the free end towards the slope node at 0.59 of the length, to about 340 Hz at 0.8. At 0.6, where the resonant slope nearly vanishes, f0 is wrong by about 3 kHz, Q by about 7 % and D by about 25 %. Just beyond the node the shift has the opposite sign. These shifts are for a purely piezoelectric drive. The electrostatic load of the untilted lever also drives the other modes. Added to the same surface motion and read at the free end, it changes the shift to about 210 Hz when the two drives add and about 415 Hz when they oppose, so the recovered f0 then depends on polarity.

An uncorrected electronic delay of 0.5 µs changes δ by −1.8°. It raises Q by 4.8 % and turns ψ by −63°, while f0 moves by −2.8 Hz. Feed-through of 1 pm, at its worst phase for each parameter, moves f0 by 82 Hz, Q by 4.4 % and D by 1.1 %. Delay and feed-through should be measured separately and removed before inversion. The off-resonance signal alone does not give the feed-through, because it also contains mechanical response.

Thermal motion sets a floor. For this mode at 300 K it is about 15 pm rms in the slope signal, expressed as deflection like D, which gives about 0.9° of phase noise in a 200 Hz passband. A white thermal force is filtered by the same 1/|H| as the signal, so for a single mode this phase noise does not depend on detuning, and among tuned pairs the optimum u = 1 for fixed phase noise applies. In the beam model the other modes make it about 0.93° at 346 kHz and 0.84° at 356 kHz. At these tones the thermal density is only about 70 fm/√Hz; detector noise of comparable size is of fixed absolute size and moves the optimum towards u = 1/√2. Thermal motion brings equal relative amplitude noise, so an f0 error of about 60 Hz at 10 kHz spacing, and about 110 Hz at 20 kHz, comes with it. The amplitude noise also enters D directly and keeps its error near 1.2 % at 10 kHz spacing and 1.1 % at 20 kHz, so the smaller D errors tabulated for pure phase noise are not reached. The numerical output below lists the values for the untilted lever read at its free end.

Values computed for the example and the checks

```
tones: 346.0 and 356.0 kHz
true f0 351.2 kHz, Q 90.0, D 2.0 pm, psi 25.0 deg
lock-in A1 63.76 pm, phase1 4.57 deg
lock-in A2 67.26 pm, phase2 -132.74 deg
phase difference delta -137.31 deg
M = 5.229953e+06 kHz pm^2, N = 6.450713e+11 kHz^3 pm^2
recovered f0 351.200 kHz, G 3.9030 kHz, Q 89.98
recovered D 2.0000 pm, psi 25.00 deg
df0/ddelta 0.0921 kHz/rad, dlnQ/ddelta -1.4741, dlnD/ddelta 0.1948
weights of phase errors in psi: 0.5236, 0.4764
phase noise per channel 1.0 deg rms; rms errors:
 linear  f0 2.27 Hz, Q 3.64 %, D 0.481 %, psi 0.708 deg
 sampled f0 2.28 Hz, Q 3.66 %, D 0.482 %, psi 0.707 deg
amplitude noise 1.75 % rms: f0 error 71.0 Hz (formula), 71.1 Hz (sampled)
 and Q error 0.12 % (sampled)
pair at 348/358 kHz: f0 error from phase noise 17.0 Hz
tuned pair, 1 deg phase noise: spacing, u, rms Q, rms D
  1.000 kHz  0.256    5.13 %    4.82 %
  2.000 kHz  0.513    3.04 %    2.41 %
  3.902 kHz  1.000    2.47 %    1.23 %
  5.000 kHz  1.281    2.54 %    0.96 %
 10.000 kHz  2.563    3.64 %    0.48 %
 20.000 kHz  5.125    6.57 %    0.24 %
best spacing for Q: 3.90 kHz (search), f0/Q = 3.902 kHz
tuned pair, 20 deg phase error: f0 351.200 kHz, Q 57.7
10 deg noise: inadmissible share 0.133 % (sampled), 0.127 % (Gaussian tail)
rough lever: 3.0 N/m, contact/lever stiffness 300
modal drive / surface displacement -1.297; surface displacement 1.54 pm
higher modes: f0 +275.3 Hz, Q +0.51 %, D -0.67 %, psi -2.15 deg
rough lever 225 x 30 um, 12 um high; 0.3 V offset, 0.4 V per tone
electrostatic force 49.8 pN, modal drive 0.676 pm = 33.8 % of D
delay 0.5 us: f0 -2.8 Hz, Q +4.83 %, D -0.60 %, psi -63.14 deg
feed-through 1.0 pm, worst phase: f0 82 Hz, Q 4.4 %, D 1.1 %
thermal motion 15.3 pm rms at 300 K; phase noise 0.88 deg in 200 Hz
peak field of both tones in 10 nm film: 0.80 MV/cm
```
